# Wafer Curvature from Spot Spacing in a Multi-Beam Optical Stress Sensor, part 2

A multi-beam optical stress sensor reflects a row of laser beams from a wafer onto a camera, and the spacing of the spots reveals the wafer's curvature. The aim now is to find how wafer motion affects the reading, and to obtain film stress from curvature.

The $z$ axis is the wafer normal, pointing toward the light, and $x$ runs along the wafer in the plane of incidence. The angle of incidence $\alpha$ is measured from the normal. The camera is perpendicular to the reflected central beam, at distance $L$ along it, unless stated otherwise. The perpendicular beam spacing at the wafer is $s$; the spot spacing is $d_0$ before a change and $d_1$ after it, with $\delta d=d_1-d_0$. A beam with transverse coordinate $u$ lands at $x=u/\cos\alpha$ on a flat wafer; its camera coordinate, along $\mathbf e_{\rm out}$, is $U$. A small surface slope $z_x$ turns the reflected beam by $-2z_x$ along $\mathbf e_{\rm out}$. Angles are in radians in the formulas.

The wafer is spherical over the array, with $\kappa_{xx}=\kappa$, positive when convex toward the light; $\kappa_0$ is its initial value. For parallel beams in the plane of incidence,

$$
d=s\left(1+\frac{2L\kappa_{xx}}{\cos\alpha}\right). \tag{6}
$$

With a flat start this gives

$$
\Delta\kappa=\frac{\cos\alpha}{2L}\,\frac{d_1-d_0}{d_0}. \tag{8}
$$

For a bent start or slightly diverging beams,

$$
\Delta\kappa_{xx}=\frac{\cos\alpha}{2L}\,\frac{d_1-d_0}{s}. \tag{4}
$$

For a row perpendicular to the plane of incidence, with parallel beams and a flat start, the fractional change is $2L\,\Delta\kappa\cos\alpha$.

The proof that follows is of this statement:

### Proposition 1: rigid motion of the wafer

*On a flat wafer, a small tilt $\theta$ in the plane of incidence, about an axis through the landing point of the central beam, moves all spots by $2L\theta$ in size, and a lift $h$ moves them by $2h\sin\alpha$. The spacing of parallel beams on a camera normal to the original beam changes by the fraction $2\theta^2$ under the tilt, to leading order, and is unchanged by the lift.*

**Proof.** The tilt turns every reflected beam by $2\theta$, which displaces every spot by $2L\theta$ to first order. A flat mirror preserves distances and angles, so the reflected beams remain parallel with perpendicular spacing $s$. They now meet the camera at an angle $2\theta$ from its normal. Their spacing on the camera is $s/\cos2\theta\approx s(1+2\theta^2)$.

For the lift, the landing point is at height $h$ and at $x=u/\cos\alpha-h\tan\alpha$. Its coordinate along the transverse direction $\mathbf e_{\rm out}=(\cos\alpha,0,-\sin\alpha)$ is

$$
\left(\frac{u}{\cos\alpha}-h\tan\alpha\right)\cos\alpha-h\sin\alpha=u-2h\sin\alpha . \tag{9}
$$

The displacement is the same for every $u$ and cancels from each spacing. A tilt about a parallel axis elsewhere is the same tilt combined with a lift, so it moves the spots by a different amount but changes their spacing by the same fraction, to leading order. $\square$

This is why the sensor measures spacing and not the position of a single spot. A tilt of 1.0 mrad with $L=0.800$ m moves the spots by 1.6 mm, yet it changes their spacing by the fraction $2.0\times10^{-6}$.

**A tilted camera weakens the protection.** Suppose the camera normal makes an angle $\tau$ with the central beam, in the plane of incidence. The initial spacing is $s/\cos\tau$. After a wafer tilt it is $s/\cos(\tau\pm2\theta)$, the sign depending on the sense of the tilt. Since $\cos(\tau\pm2\theta)\approx\cos\tau\mp2\theta\sin\tau$,

$$
\frac{d_1}{d_0}=\frac{\cos\tau}{\cos(\tau\pm2\theta)}\approx1\pm2\theta\tan\tau .
$$

The false signal is now of first order in $\theta$. The fixed factor $1/\cos\tau$ multiplies both spacings to leading order and cancels from their ratio in (8). It does not cancel in (4), where the denominator is $s$: for $\tau=10^\circ$ the inferred curvature change is then 1.5% too large, unless $s$ is replaced by $s/\cos\tau$, the spacing that parallel beams give on the same camera after a flat mirror.

### Proposition 2: the finite length of the array

*For a gap whose midpoint on the wafer is $\bar x$, the distance $L$ is replaced by $L-\bar x\sin\alpha$:*

$$
\frac{\delta d}{s}=\frac{2\kappa}{\cos\alpha}\,(L-\bar x\sin\alpha), \tag{10}
$$

*to first order in $\kappa$, for parallel beams and a flat start.*

**Proof.** Take a beam that lands at $x$. Three effects are of first order in $\kappa$.

The surface there has height $h=-\kappa x^2/2$. By (9), the transverse coordinate on leaving the wafer is $u-2h\sin\alpha=u+\kappa x^2\sin\alpha$.

The slope is $-\kappa x$, so the beam is turned by $+2\kappa x$.

The landing point is already advanced by $x\sin\alpha$ along the reflected direction, so the remaining path is $L-x\sin\alpha$. Corrections to this path are themselves proportional to $\kappa$, and would give $\kappa^2$ after multiplication by the deflection.

Together,

$$
\begin{aligned}
U&=u+\kappa x^2\sin\alpha+2\kappa x(L-x\sin\alpha)\\
&=u+2\kappa Lx-\kappa x^2\sin\alpha .
\end{aligned}
$$

For neighbours at $x_1$ and $x_2$, use $x_2^2-x_1^2=2\bar x(x_2-x_1)$ and $x_2-x_1=s/\cos\alpha$. The change in spacing is

$$
\delta d=2\kappa(x_2-x_1)(L-\bar x\sin\alpha)
=\frac{2\kappa s}{\cos\alpha}(L-\bar x\sin\alpha).
$$

Division by $s$ gives (10). $\square$

In an array placed symmetrically about the central beam, the values of $\bar x$ average to zero. The mean gap then obeys (8), although the individual gaps differ slightly.

### Proposition 3: from curvature to film force

*Let a thin film on the front face of a uniform wafer carry equal stress in both in-plane directions, and let $F$ be its force per unit width, positive in tension. If the wafer is free to bend and starts flat and free of stress, then*

$$
F=-\frac{M h_s^2}{6}\,\kappa , \tag{11}
$$

*where $h_s$ is the wafer thickness and $M$ its biaxial modulus, the ratio of stress to strain under equal in-plane stretching.*

**Proof.** Measure height $\zeta$ from the middle plane of the wafer, positive toward the film. A plate convex toward the film is stretched on that side, so the in-plane strain is $\varepsilon=\varepsilon_0+\kappa\zeta$ and the wafer stress is $M(\varepsilon_0+\kappa\zeta)$.

No external force acts, so the total force per width vanishes:

$$
F+\int_{-h_s/2}^{h_s/2}M(\varepsilon_0+\kappa\zeta)\,d\zeta=F+M\varepsilon_0h_s=0 .
$$

This fixes the uniform strain $\varepsilon_0$. The total moment also vanishes. For a thin film the force $F$ acts at $\zeta=h_s/2$, hence

$$
\frac{Fh_s}{2}+\int_{-h_s/2}^{h_s/2}M(\varepsilon_0+\kappa\zeta)\,\zeta\,d\zeta
=\frac{Fh_s}{2}+\frac{M\kappa h_s^3}{12}=0 .
$$

The term with $\varepsilon_0$ vanishes by symmetry. Multiplying by $2/h_s$ gives (11). $\square$

A tensile film pulls the front face together and makes it concave. The curvature is then negative, and by (8) the spots approach one another. Because the balance equations are linear, (11) also connects changes: if the wafer had a small initial bow, $\kappa$ is replaced by $\Delta\kappa$.

**The modulus of a (100) silicon wafer.** Its normal and two in-plane directions can be taken along the cubic axes, with elastic constants $C_{11}$ and $C_{12}$. Both in-plane strains equal $\varepsilon$, and the free surfaces require zero normal stress:

$$
2C_{12}\varepsilon+C_{11}\varepsilon_z=0,
\qquad
\varepsilon_z=-\frac{2C_{12}}{C_{11}}\,\varepsilon .
$$

The in-plane stress is $C_{11}\varepsilon+C_{12}\varepsilon+C_{12}\varepsilon_z$, so

$$
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .\tag{12}
$$

**Mean stress and stress of the newest layer.** If the film has thickness $h_f$ and local stress $\sigma(\zeta',h_f)$ at height $\zeta'$ above the interface, then $F=\int_0^{h_f}\sigma\,d\zeta'$, and $F/h_f$ is the mean stress. Differentiating an integral whose upper limit and integrand both depend on $h_f$ gives

$$
\frac{dF}{dh_f}=\sigma(h_f,h_f)+\int_0^{h_f}\frac{\partial\sigma}{\partial h_f}\,d\zeta' .
$$

If the layers beneath keep their stress, the slope of the force during growth is therefore the stress of the newest layer. In general it also contains the net change of force in the layers beneath, given by the integral.

### Proposition 4: noise of the spacing

*If each of $N$ spot positions has an independent error of standard deviation $e$, and a straight line is fitted to position against spot number in each frame, the fractional spacing change between two frames has the standard deviation*

$$
\Delta_{\rm frac}=\frac{\sqrt2\,e}{d_0\sqrt{N(N^2-1)/12}}, \tag{13}
$$

*when the spacing change itself is small.*

**Proof.** With spot number $i$ and mean $\bar i=(N+1)/2$, the least-squares slope is

$$
b=\frac{\sum_i(i-\bar i)U_i}{S},\qquad S=\sum_i(i-\bar i)^2 .
$$

Independent errors add in squares, so the variance of $b$ is $e^2S/S^2=e^2/S$. The sum is

$$
\begin{aligned}
S&=\frac{N(N+1)(2N+1)}6-\frac{N(N+1)^2}4\\
&=\frac{N(N+1)}{12}\,[2(2N+1)-3(N+1)]=\frac{N(N^2-1)}{12}.
\end{aligned}
$$

Let $b_0$ and $b_1$ be the slopes fitted before and after the change. The fractional change is $b_1/b_0-1$, and small errors $\delta b_0$ and $\delta b_1$ alter it by

$$
\frac{\delta b_1}{d_0}-\frac{d_1}{d_0^2}\,\delta b_0\approx\frac{\delta b_1-\delta b_0}{d_0}
\qquad\text{when } d_1\approx d_0 .
$$

The two errors are independent and each has variance $e^2/S$, so their difference has standard deviation $\sqrt2\,e/\sqrt S$. Division by $d_0$ gives (13). $\square$

The fitted slope ignores a common displacement of the spots. On a symmetric array it also ignores the quadratic term in Proposition 2, because $\sum_i(i-\bar i)^3=0$.

### Worked example: a film on a silicon wafer

A film 100 nm thick grows on the front of a flat (100) silicon wafer 500 µm thick. The sensor looks through slanted viewports with $\alpha=60^\circ$ and $L=0.800$ m. Five parallel beams lie in the plane of incidence. During growth the mean spot spacing falls from 2.000 mm to 1.983 mm. These are chosen parameters, not a measurement.

The fractional change is

$$
\frac{1.983-2.000}{2.000}=-0.00850 .
$$

Since $\cos60^\circ=0.5$, equation (8) gives

$$
\Delta\kappa=\frac{0.5}{2(0.800\ \mathrm m)}(-0.00850)
=-2.66\times10^{-3}\ \mathrm{m^{-1}} .
$$

The wafer becomes concave toward the light, with a radius of about 376 m.

With the rough elastic constants $C_{11}=166$ GPa and $C_{12}=64$ GPa, (12) gives $M=180.7$ GPa. The film force per width is

$$
F=\frac{(180.7\times10^9\ \mathrm{Pa})(5.00\times10^{-4}\ \mathrm m)^2(2.66\times10^{-3}\ \mathrm{m^{-1}})}6
\approx20.0\ \mathrm{N/m}.
$$

Division by 100 nm gives a mean tensile stress of about 200 MPa.

The place of the cosine matters greatly at this angle. Without it, the curvature would come out as $-5.31\times10^{-3}\ \mathrm{m^{-1}}$, twice the correct value. With the cosine in the denominator it would be $-1.06\times10^{-2}\ \mathrm{m^{-1}}$, four times the correct value. The inferred stress would be wrong by the same factors.

A numerical ray trace gives the signals without the small-slope approximation. Each ray is intersected with the curved surface, reflected about the local normal and followed to the camera plane. For the curvature found above, the row in the plane of incidence changes by $-0.850\%$, and a perpendicular row by $-0.2125\%$. Their ratio is 4.00, which is $1/\cos^2 60^\circ$.

For a centroid error of 0.10 µm per spot, $N=5$ gives $S=10$, and (13) gives a fractional noise of $2.24\times10^{-5}$. Multiplication by $\cos\alpha/(2L)$ gives a curvature noise of $7.0\times10^{-6}\ \mathrm{m^{-1}}$, or 0.053 N/m in film force. Calibration and thermal effects can be larger than this.

### The example beside a real deposition

Stresses from tens of MPa to beyond 1 GPa occur in sputtered films, so 200 MPa is an ordinary size, and 500 µm is close to the thickness of common 100 mm wafers. An angle of $60^\circ$ belongs to chambers with slanted ports; near normal incidence the cosine matters much less. Real wafers often break the assumption of a flat start. For an initial convex curvature of $0.010\ \mathrm{m^{-1}}$, $2L\kappa_0/\cos\alpha=0.032$. Using $d_0$ where (4) requires $s$ then multiplies the inferred curvature change by $1/1.032$, an error of $-3.1\%$ relative to the true change.

**Geometry.** With the spot readings held fixed, entering $61^\circ$ for a true $60^\circ$ lowers the inferred curvature by 3.0%. Entering an $L$ that is 5 mm too long lowers it by 0.62%. Entering a wafer thickness 10 µm too large raises the inferred force by 4.0%, because thickness enters as a square.

The outermost gaps are centred at $\bar x=\pm6$ mm, since neighbouring beams land 4 mm apart. By (10) their changes differ from the mean change by 0.65% of it.

An exit window of thickness $t$ and refractive index $n$, normal to the beam, reduces a small deflection angle to $1/n$ of its value inside the glass. The effective distance is therefore $L-t+t/n$. For $t=5$ mm and $n=1.46$ the signal falls by 0.20%.

If the camera is tilted by $10^\circ$, a wafer tilt of 1.0 mrad produces a false fraction of size about $3.5\times10^{-4}$, or 4.1% to 4.2% of the signal depending on the sense of the tilt. This error can vary during growth if the wafer moves on its holder. So can a smaller one on a wafer that is already bent: the tilt changes $\alpha$, and with it the bow term $2L\kappa_0/\cos\alpha$. For the initial curvature of $0.010\ \mathrm{m^{-1}}$ used above, a tilt of 1.0 mrad gives a false fraction of size $5.2\times10^{-5}$ or $5.6\times10^{-5}$, depending on the sense of the tilt, or 0.6% to 0.7% of the signal, even with the camera normal to the beam.

**Heat.** A steady heat flux $q$ entering the front and leaving the back sets up a temperature gradient $q/k$, where $k$ is the thermal conductivity. The hotter front expands more. A free plate with expansion coefficient $a$ accommodates this linear strain by bending, with curvature $aq/k$. For the rough values $q=0.10\ \mathrm{W/cm^2}$, $k=130\ \mathrm{W/(m\,K)}$ and $a=2.6\times10^{-6}\ \mathrm{K^{-1}}$, the temperature drop is only 3.8 mK. The curvature is $+2.0\times10^{-5}\ \mathrm{m^{-1}}$, opposite in sign to the film signal and 0.75% of its size.

Uniform warming by 1 K matters if film and wafer expand differently. Suppose the film expands more by $1.0\times10^{-5}\ \mathrm{K^{-1}}$ and has a biaxial modulus of 200 GPa, both rough values. The wafer holds it back, which adds a compressive stress of about 2 MPa, or 1.0% of the signal per kelvin. This stress is real, but it is not growth stress. The warming need not be small. A free 500 µm silicon wafer in vacuum that absorbs $0.10\ \mathrm{W/cm^2}$ warms at first by about 1.2 K per second. With surroundings at room temperature it settles about 60 K higher if both faces radiate as black bodies, and about 100 K higher if only the back does. At 2 MPa per kelvin the thermal stress is then comparable with the whole signal. It must be separated from the growth signal, for instance by comparing readings at one temperature.

**Mechanics.** Solving the force and moment balances with the film's own thickness and the same film modulus changes the predicted curvature by $-0.07\%$, for a given film stress before the wafer relaxes.

The plate law (11) also neglects stretching of the middle plane by the spherical shape. For a wafer of radius $\rho$, that strain is of order $\kappa^2\rho^2$, while the bending strain is of order $|\kappa|h_s$. Their ratio is of order $|\kappa|\rho^2/h_s$, which is the edge deflection over the thickness, up to a numerical factor. For $\rho=50$ mm the edge deflection $|\kappa|\rho^2/2$ is 3.3 µm, or 0.7% of the thickness, so the linear law is appropriate. It fails when the deflection becomes comparable with the thickness; the optical relation (8) can still give the local curvature there, but (11) no longer converts it into film force. The spacing must then be read with its sign: in the present geometry, a concave wafer whose edge deflection equals its thickness already reverses the order of the spots in the row in the plane of incidence.

All numerical values are calculated from the stated model.
